# Density-fitting terms of the direct RPA gradient and their translational sum rules

## Definitions and conventions

The algebra is in atomic units. The reference is a closed-shell determinant with real orbitals $\phi_p=\sum_\mu C_{\mu p}\,\mu$, where $\mu,\nu$ label atomic orbitals (AOs) centred on nuclei. Indices $i,j$ run over the correlated occupied orbitals and $a,b$ over the virtual ones, and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The symbol $\Delta$ without indices is the diagonal matrix of these differences in the space of pairs $ia$. Auxiliary functions $P,Q$ are real and also centred on nuclei. The Coulomb product is

$$(f|h)=\iint \frac{f(\mathbf r)\,h(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

Density fitting in the Coulomb metric uses

$$V_{PQ}=(P|Q),\qquad I_{P,ia}=(P|ia),\qquad c=V^{-1}I,\qquad K=I^TV^{-1}I .$$

$V$ is positive definite when the auxiliary functions are linearly independent, which is assumed. The fitted pair density is $\widetilde{ia}=\sum_Q c_{Q,ia}\,Q$, and $K_{ia,jb}$ replaces the four-index integral $(ia|jb)$. $K$ is positive semidefinite because $V^{-1}$ is positive definite.

The direct RPA correlation energy is defined by the plasmon formula,

$$E=\tfrac12\sum_n\Omega_n-\tfrac12\,\mathrm{tr}\,\Delta-\mathrm{tr}\,K,\qquad \Omega_n^2=\text{eigenvalues of }\Delta^2+4\Delta^{1/2}K\Delta^{1/2}.$$

The factor 4 belongs to the singlet block in spatial orbitals. The triplet block has no coupling in direct RPA and adds nothing to $E$.

A nuclear coordinate $x$ enters $E$ through the AO integrals $(\mu\nu|P)$ and $(P|Q)$ and through $C$ and $\varepsilon$. Where the reference solution is differentiable in $x$, the chain rule gives

$$\frac{dE}{dx}=E^x_{\rm DF}+E^x_{\rm resp},$$

with $E^x_{\rm DF}$ the derivative at fixed $C,\varepsilon$ and $E^x_{\rm resp}$ the derivative at fixed integrals. These notes derive $E^x_{\rm DF}$. The response part holds the overlap, Fock and orbital-relaxation terms and is obtained below by finite differences. Orbitals with frozen coefficients lose their orthonormality when a nucleus moves, so $E^x_{\rm DF}$ alone is no physical force. All tabulated quantities are gradients, the negatives of forces.

## Frequency form of the energy

Define the diagonal matrix $g_{ia}(\omega)=4\Delta_{ia}/(\Delta_{ia}^2+\omega^2)$, the Cholesky factor $V=LL^T$, and

$$B=L^{-1}I,\qquad \mathcal Q=BgB^T,\qquad \Pi=IgI^T=L\mathcal QL^T .$$

Then $K=B^TB$. For rectangular $X,Y$ one has $\det(1+XY)=\det(1+YX)$, since both equal the determinant of the block matrix $\begin{pmatrix}1&-X\\ Y&1\end{pmatrix}$, reduced once on each diagonal block. With $X=Bg^{1/2}$ and $Y=X^T$,

$$\det(1+\mathcal Q)=\det(1+g^{1/2}Kg^{1/2}).$$

Insert $g^{1/2}=2\Delta^{1/2}(\Delta^2+\omega^2)^{-1/2}$ and pull the factor $(\Delta^2+\omega^2)^{-1/2}$ out on both sides:

$$1+g^{1/2}Kg^{1/2}=(\Delta^2+\omega^2)^{-1/2}\left[\omega^2+\Delta^2+4\Delta^{1/2}K\Delta^{1/2}\right](\Delta^2+\omega^2)^{-1/2}.$$

The determinant is $\prod_n(\omega^2+\Omega_n^2)/\prod_{ia}(\omega^2+\Delta_{ia}^2)$, with equally many factors above and below. The integral $J=\int_0^\infty\ln[(\omega^2+\Omega^2)/(\omega^2+\Delta^2)]\,d\omega$ vanishes at $\Omega=\Delta$ and has $\partial J/\partial\Omega=\int_0^\infty 2\Omega/(\omega^2+\Omega^2)\,d\omega=\pi$, so $J=\pi(\Omega-\Delta)$. Likewise $\int_0^\infty g_{ia}\,d\omega=4\Delta\cdot\pi/(2\Delta)=2\pi$, and $\mathrm{tr}\,\mathcal Q=\mathrm{tr}\,gK$ integrates to $2\pi\,\mathrm{tr}\,K$. Dividing by $2\pi$ reproduces the three terms of the plasmon formula:

$$E=\frac1{2\pi}\int_0^\infty d\omega\,\left[\ln\det(1+\mathcal Q)-\mathrm{tr}\,\mathcal Q\right].$$

Since $V+\Pi=L(1+\mathcal Q)L^T$ and $\mathrm{tr}\,\mathcal Q=\mathrm{tr}\,L^{-1}\Pi L^{-T}=\mathrm{tr}\,V^{-1}\Pi$, the factor $L$ can be removed:

$$E=\frac1{2\pi}\int_0^\infty d\omega\,\left[\ln\det(V+\Pi)-\ln\det V-\mathrm{tr}\,V^{-1}\Pi\right].$$

In this form $I$ and $V$ appear directly, and no derivative of $L$ or of $V^{-1/2}$ arises.

## The effective densities

Two first-order rules are needed. From $\det(M+\delta M)=\det M\,\det(1+M^{-1}\delta M)$ and $\det(1+X)=1+\mathrm{tr}X+O(X^2)$ follows $\delta\ln\det M=\mathrm{tr}\,M^{-1}\delta M$. From $\delta(VV^{-1})=0$ follows $\delta V^{-1}=-V^{-1}\delta V\,V^{-1}$. The three terms of the integrand vary as

$$\mathrm{tr}\,(V+\Pi)^{-1}(\delta V+\delta\Pi),\qquad -\mathrm{tr}\,V^{-1}\delta V,\qquad -\mathrm{tr}\,V^{-1}\delta\Pi+\mathrm{tr}\,V^{-1}\Pi V^{-1}\delta V,$$

where the cyclic property of the trace was used in the last. With the symmetric matrix $W(\omega)=(V+\Pi)^{-1}-V^{-1}$ their sum is

$$\mathrm{tr}\,W\delta\Pi+\mathrm{tr}\left[W+V^{-1}\Pi V^{-1}\right]\delta V .$$

At fixed $\varepsilon$ the matrix $g$ is constant, so $\delta\Pi=\delta I\,gI^T+Ig\,\delta I^T$. The two pieces give traces of mutually transposed matrices, which are equal, and $\mathrm{tr}\,W\delta\Pi=2\sum_{P,ia}(WI)_{P,ia}\,g_{ia}\,\delta I_{P,ia}$. The result is

$$\delta E=\sum_{P,ia}\Gamma_{P,ia}\,\delta I_{P,ia}+\sum_{PQ}\gamma_{PQ}\,\delta V_{PQ},$$

$$\Gamma_{P,ia}=\frac1\pi\int_0^\infty d\omega\,(WI)_{P,ia}\,g_{ia},\qquad \gamma=\frac1{2\pi}\int_0^\infty d\omega\left[W+V^{-1}\Pi V^{-1}\right].$$

The sum over $PQ$ is unrestricted. $W$ is the correlation part of the screened interaction in the auxiliary space, in the sense that $I^TWI$ is the screened minus the bare coupling between pairs.

For evaluation the Cholesky factor returns. From $V+\Pi=L(1+\mathcal Q)L^T$ one has $W=L^{-T}[(1+\mathcal Q)^{-1}-1]L^{-1}$ and $WI=L^{-T}[(1+\mathcal Q)^{-1}-1]B$. For an eigenvalue $q\ge0$ of $\mathcal Q$, $(1+q)^{-1}-1+q=q^2/(1+q)$, so

$$W+V^{-1}\Pi V^{-1}=L^{-T}\mathcal Q(1+\mathcal Q)^{-1}\mathcal Q\,L^{-1}.$$

Hence $\gamma$ is symmetric and positive semidefinite. The matrix inverted at each frequency, $1+\mathcal Q$, has eigenvalues not below 1 however badly $V$ is conditioned. At large $\omega$, $\mathcal Q\sim\omega^{-2}$, both integrands fall as $\omega^{-4}$, and differentiation under the integral is allowed. At $\omega=0$, $g=4/\Delta$. As a gap closes, $g_{ia}$ narrows to a peak of width $\Delta_{ia}$ and fixed area $2\pi$, so the frequency form needs $\Delta>0$. At fixed integrals the densities themselves stay bounded, because the matrix $\Lambda=\partial E/\partial K=\frac1{2\pi}\int d\omega\,[(g^{-1}+K)^{-1}-g]$ used below lies between $-1$ and $0$ for all $\Delta>0$.

## Relation between the two densities

Since $c^T=I^TV^{-1}$, the definition gives $\Gamma c^T=\frac1\pi\int d\omega\,W\Pi V^{-1}$. Write $(V+\Pi)^{-1}\Pi=1-(V+\Pi)^{-1}V$. Then

$$W\Pi V^{-1}=\left[1-(V+\Pi)^{-1}V\right]V^{-1}-V^{-1}\Pi V^{-1}=-W-V^{-1}\Pi V^{-1},$$

and comparison with the definition of $\gamma$ yields

$$\gamma_{PQ}=-\tfrac12\sum_{ia}\Gamma_{P,ia}\,c_{Q,ia}.$$

The relation holds for any energy that depends on $I$ and $V$ through $K$ alone. In that case $\delta K=\delta I^Tc+c^T\delta I-c^T\delta V\,c$, and with the symmetric matrix $\Lambda=\partial E/\partial K$ one reads off $\Gamma=2c\Lambda$ and $\gamma=-c\Lambda c^T$. It also expresses the invariance of $K$ under mixing of auxiliary functions, $I\to(1+M)I$ and $V\to(1+M)V(1+M)^T$. To first order in the arbitrary matrix $M$ the change of $E$ is $\sum_{PQ}M_{PQ}(\Gamma I^T+2\gamma V)_{PQ}$, and its vanishing is the relation multiplied from the right by $2V$. The trace gives $\Gamma\cdot I+2\gamma\cdot V=0$, the dot meaning a sum over all elements.

The weak-coupling limit fixes signs and factors. To leading order in $K$, $W\approx-V^{-1}\Pi V^{-1}$ and $(WI)_{P,ia}\approx-\sum_{jb}c_{P,jb}\,g_{jb}K_{jb,ia}$. Partial fractions give, for $\alpha,\beta>0$,

$$\int_0^\infty\!\frac{d\omega}{(\alpha^2+\omega^2)(\beta^2+\omega^2)}=\frac{\pi}{2}\,\frac{1/\alpha-1/\beta}{\beta^2-\alpha^2}=\frac{\pi}{2\alpha\beta(\alpha+\beta)},$$

so $\int g_{ia}g_{jb}\,d\omega=8\pi/(\Delta_{ia}+\Delta_{jb})$ and $\Gamma_{P,ia}\approx-8\sum_{jb}c_{P,jb}K_{jb,ia}/(\Delta_{ia}+\Delta_{jb})$. The direct second-order energy $-2\sum K_{ia,jb}^2/(\Delta_{ia}+\Delta_{jb})$ has $\Lambda=-4K/(\Delta_{ia}+\Delta_{jb})$, and $2c\Lambda$ is the same expression.

## Contraction with derivative integrals

At fixed $C$, $\delta I_{P,ia}=\sum_{\mu\nu}C_{\mu i}C_{\nu a}\,\delta(\mu\nu|P)$. The integral is symmetric in $\mu\nu$, so the antisymmetric part of its coefficient drops out, and one defines

$$\Gamma^P_{\mu\nu}=\tfrac12\sum_{ia}\left(C_{\mu i}C_{\nu a}+C_{\nu i}C_{\mu a}\right)\Gamma_{P,ia},$$

$$E^x_{\rm DF}=\sum_{\mu\nu P}\Gamma^P_{\mu\nu}\,(\mu\nu|P)^x+\sum_{PQ}\gamma_{PQ}\,(P|Q)^x .$$

A function on atom $A$ depends on $\mathbf r-\mathbf R_A$, so $\partial/\partial\mathbf R_A$ acts on it as $-\nabla$, the gradient being taken with respect to the electron coordinate, and gives zero on functions of other atoms. With $\delta_{\mu A}=1$ for $\mu$ on $A$ and zero otherwise,

$$\frac{\partial(\mu\nu|P)}{\partial\mathbf R_A}=-\delta_{\mu A}(\nabla\mu\,\nu|P)-\delta_{\nu A}(\mu\nabla\nu|P)-\delta_{PA}(\mu\nu|\nabla P).$$

Contracted with the symmetric $\Gamma^P_{\mu\nu}$, the second term turns into the first on exchanging the names $\mu$ and $\nu$. The same holds for the two terms of $\partial(P|Q)/\partial\mathbf R_A$ with symmetric $\gamma$. The gradient on atom $A$ is $\mathbf g=\mathbf g_{\rm AO}+\mathbf g_3+\mathbf g_2$ with

$$\mathbf g_{\rm AO}(A)=-2\sum_{\mu\in A}\sum_{\nu P}\Gamma^P_{\mu\nu}(\nabla\mu\,\nu|P),\qquad \mathbf g_3(A)=-\sum_{P\in A}\sum_{\mu\nu}\Gamma^P_{\mu\nu}(\mu\nu|\nabla P),$$

$$\mathbf g_2(A)=-2\sum_{P\in A}\sum_Q\gamma_{PQ}(\nabla P|Q).$$

## Translational sum rules

Displace all three functions of $(\mu\nu|P)$ by $\mathbf t$. The substitution $\mathbf r\to\mathbf r+\mathbf t$, $\mathbf r'\to\mathbf r'+\mathbf t$ has unit Jacobian and leaves $|\mathbf r-\mathbf r'|$ unchanged, so the integral is independent of $\mathbf t$. The derivative at $\mathbf t=0$, and the same argument for $(P|Q)$, give for each choice of indices

$$(\nabla\mu\,\nu|P)+(\mu\nabla\nu|P)+(\mu\nu|\nabla P)=0,\qquad (\nabla P|Q)+(P|\nabla Q)=0 .$$

Summing over atoms removes the restrictions $\mu\in A$ and $P\in A$, because each function sits on one atom. Undoing the factors 2 by the symmetry of the densities,

$$\sum_A(\mathbf g_{\rm AO}+\mathbf g_3)=-\sum_{\mu\nu P}\Gamma^P_{\mu\nu}\left[(\nabla\mu\,\nu|P)+(\mu\nabla\nu|P)+(\mu\nu|\nabla P)\right]=0,$$

$$\sum_A\mathbf g_2=-\sum_{PQ}\gamma_{PQ}\left[(\nabla P|Q)+(P|\nabla Q)\right]=0 .$$

The sum of the fitting terms is translationally invariant, and the three-index and two-index terms are so separately. The proof used the symmetry of $\Gamma^P_{\mu\nu}$ and $\gamma_{PQ}$ and nothing of their values. A nonzero sum over atoms can therefore reveal inconsistent derivative integrals, a density left unsymmetrized in the formulas with the factor 2, or a derivative left out of the three-index term. It does not reveal a missing derivative of one of the two functions in $(P|Q)$, which halves $\mathbf g_2$ on every atom and leaves its sum zero. A vanishing sum cannot tell the right symmetric densities from other symmetric ones. Any symmetric $\gamma$, including zero, satisfies it.

The response part obeys $\sum_AE^{\mathbf R_A}_{\rm resp}=0$ for a different reason. Under a rigid shift the overlap and Fock matrices keep their values by the same substitution, so $C$ and $\varepsilon$ do not change. This needs an exchange-correlation grid that moves with the nuclei and the absence of an external potential fixed in space. The rules for the fitting terms need every function to move with a nucleus. If some auxiliary centres stay fixed in space, the sum over nuclei equals minus the gradient on those centres.

## The cancellation between the auxiliary-centre terms

Insert $\gamma=-\frac12\Gamma c^T$ into $\mathbf g_2$, which gives $+\sum_{P\in A}\sum_{ia}\Gamma_{P,ia}\sum_Qc_{Q,ia}(Q|\nabla P)$, and write $\mathbf g_3$ in the orbital basis as $-\sum_{P\in A}\sum_{ia}\Gamma_{P,ia}(ia|\nabla P)$. With the fit residual $r_{ia}=ia-\widetilde{ia}$,

$$\mathbf g_3(A)+\mathbf g_2(A)=-\sum_{ia}\left(r_{ia}\,\middle|\,\nabla u^A_{ia}\right),\qquad u^A_{ia}=\sum_{P\in A}\Gamma_{P,ia}\,P .$$

The residual is Coulomb-orthogonal to every auxiliary function, since $(Q|r_{ia})=I_{Q,ia}-(Vc)_{Q,ia}=0$. The part of $\nabla u^A_{ia}$ inside the auxiliary span therefore drops out. Let $\mathcal P$ be the Coulomb projector on the span and $\|f\|^2=(f|f)$. The Cauchy-Schwarz inequality gives for each Cartesian component

$$\left|g_{3,x}(A)+g_{2,x}(A)\right|\le\sum_{ia}\|r_{ia}\|\;\left\|(1-\mathcal P)\,\partial_xu^A_{ia}\right\| .$$

The auxiliary-centre gradient vanishes if the pair densities are fitted without residual. It would also vanish if the derivatives of all auxiliary functions lay in the span, but a finite set of atom-centred Gaussians cannot meet this condition, because differentiation raises the degree of the polynomial factor. This cancellation depends on the relation between $\gamma$ and $\Gamma$, in contrast to the translational rules. The inequality gives no rate of decay, because $u^A_{ia}$ changes with the auxiliary set.

Since $\sum_A\mathbf g_2=0$, the first sum rule becomes

$$\sum_A\mathbf g_{\rm AO}=-\sum_A(\mathbf g_3+\mathbf g_2)=\sum_{ia}(r_{ia}|\nabla u_{ia}),\qquad u_{ia}=\sum_P\Gamma_{P,ia}P .$$

The left side is the derivative of $E$ when all AOs slide rigidly against a fixed auxiliary set. With four-index integrals no auxiliary set exists and this derivative is zero, and here it vanishes with the residual. It is linear in $r_{ia}$ at fixed $u_{ia}$, but $u_{ia}$ changes with the auxiliary set, so it need not scale with the size of the residual from one set to the next. A gradient from which $\mathbf g_3$ is missing sums to $\sum_A(\mathbf g_{\rm AO}+\mathbf g_2)=\sum_A\mathbf g_{\rm AO}$, and violates translational invariance by this residual quantity whatever the size of $\mathbf g_3(A)$ on single atoms.

The sign of the fitting error in the energy follows from the same objects. Orthogonality gives $(ia|jb)-K_{ia,jb}=(r_{ia}|r_{jb})$, a positive semidefinite matrix $R$. In pair space the integrand is $\ln\det(g^{-1}+K)+\ln\det g-\mathrm{tr}\,gK$, so $\Lambda=\frac1{2\pi}\int d\omega\,[(g^{-1}+K)^{-1}-g]$, which is negative semidefinite for any positive semidefinite $K$. Along $K+sR$, $0\le s\le1$, the slope $\mathrm{tr}\,\Lambda R$ is not positive, and the fitted energy lies at or above the four-index energy $E_4$ for the same orbitals. No such ordering follows for gradients.

## Worked example: ozone

The molecule is O$_3$ with O1 at the origin, O2 on the $x$ axis at 1.25 Å, O3 in the $xy$ plane at 1.30 Å, and an angle of 117°. With equal bonds, symmetry would force every sum over atoms to point along the bisector of the angle and so set its perpendicular in-plane component to zero. The two bonds are chosen unequal so that no in-plane component of a sum vanishes by symmetry. Orbitals come from a restricted PBE calculation in the cc-pVDZ basis (42 AOs) without fitting, on an atom-centred grid. The three 1s orbitals are left uncorrelated, which leaves 270 pairs with $\Delta$ between 1.673 and 134.65 eV. The cc-pVDZ-RI set has 168 functions, and $V$ has condition number $2.5\times10^5$. Frequency integrals use 40 Gauss-Legendre points in $t$ with $\omega=\omega_0(1+t)/(1-t)$ and $\omega_0=13.606$ eV. The numbers describe the direct RPA correlation energy in this basis. They omit the exchange-only energy, core correlation, exchange-type correlation and basis-set completeness, and the five decimals below serve to show cancellations.

Quadrature and diagonalization of the plasmon matrix both give $E=-24.1987$ eV, or $-0.889285$ hartree. The contractions are $\Gamma\cdot I=-78.4638$ eV and $\gamma\cdot V=39.2319$ eV, with $2\times39.2319=78.4638$. Scaling $I\to sI$ scales $K$ by $s^2$, so an energy quadratic in $K$ would have $\Gamma\cdot I=4E$. The ratio here is $78.46/24.20=3.24$, and its distance from 4 comes from the higher orders in $K$.

The in-plane terms, in eV/Å, are

| | $g_{\rm AO}$ | $g_3$ | $g_2$ | total |
|---|---|---|---|---|
| O1 $x$ | 3.21701 | 2.88332 | −2.91004 | 3.19029 |
| O2 $x$ | −5.83259 | −5.52304 | 5.57679 | −5.77884 |
| O3 $x$ | 2.61114 | 2.64417 | −2.66676 | 2.58855 |
| O1 $y$ | 4.35181 | 3.63397 | −3.67036 | 4.31542 |
| O2 $y$ | 0.26722 | 0.50732 | −0.50753 | 0.26701 |
| O3 $y$ | −4.62588 | −4.13444 | 4.17788 | −4.58243 |

Four-point central differences of the plasmon energy at fixed $C,\varepsilon$, $[8(f_h-f_{-h})-(f_{2h}-f_{-2h})]/12h$, differ from the six totals by at most $3\times10^{-9}$ eV/Å.

The $x$ sums are $3.21701-5.83259+2.61114=-0.00444$ for $g_{\rm AO}$, $2.88332-5.52304+2.64417=+0.00445$ for $g_3$, and $-2.91004+5.57679-2.66676=-0.00001$ for $g_2$. The $y$ sums are $-0.00685$, $+0.00685$ and $-0.00001$. The last digit is rounding of the table, and with unrounded terms both sum rules hold to about $10^{-14}$ eV/Å. The vector $\sum_A\mathbf g_{\rm AO}=(-0.004443,-0.006854)$ eV/Å has length $0.008168$ eV/Å, and a four-point difference for sliding the AOs along it gives the same value.

For O2 $x$ the auxiliary-centre terms leave $-5.52304+5.57679=0.05375$ eV/Å, about 1% of $g_2$. Omitting $\mathbf g_2$ shifts this component by 5.58 eV/Å while the atomic sum stays zero. Omitting $\mathbf g_3$ shifts it by 5.52 eV/Å while the sum has length 0.008 eV/Å.

The four-index integrals with the same orbitals give $E_4=-24.2057$ eV and, by four-point difference at fixed $C,\varepsilon$, $-5.77434$ eV/Å for O2 $x$. The fitted total differs from this by $-5.77884+5.77434=-0.0045$ eV/Å, while $g_{\rm AO}$ alone differs by $-5.83259+5.77434=-0.058$ eV/Å. In this case the remainder $g_3+g_2$ is about twelve times the fitting error of the complete gradient and has to be kept. Larger auxiliary sets give the following, with $E-E_4$ in eV, the rest in eV/Å, the error being that of O2 $x$ relative to the four-index value and the maximum taken over components.

| set | $E-E_4$ | error | max $\lvert g_3+g_2\rvert$ | $\lvert\sum\mathbf g_{\rm AO}\rvert$ |
|---|---|---|---|---|
| cc-pVDZ-RI, 168 | 0.0070 | −0.0045 | 0.054 | 0.0082 |
| cc-pVTZ-RI, 243 | 0.0046 | 0.00033 | 0.0039 | 0.00015 |
| cc-pVQZ-RI, 396 | 0.0021 | 0.00060 | 0.00097 | 0.00021 |

$E-E_4$ is positive, as derived. The largest component of $\mathbf g_2$ rises from 5.58 through 6.31 to 7.81 eV/Å while its sum with $\mathbf g_3$ falls, so the cancellation grows closer and the separate terms show no sign of settling. The gradient error and the sliding gradient are larger for the 396-function set than for the 243-function set. Nothing derived above requires a monotone fall of these quantities.

The full derivative for O2 $x$ comes from four-point differences with the PBE equations solved anew at each geometry and $h=0.001058$ Å. Evaluating $E$ with new orbitals and new integrals gives $dE/dx=-7.651$ eV/Å, or $-0.1488$ hartree/bohr. New orbitals with the integrals of the undisplaced geometry give $E^x_{\rm resp}=-1.872$ eV/Å, and $-7.651+1.872=-5.779$ eV/Å is the fitting total of the table. The response part is about a quarter of the correlation gradient for this coordinate. After a rigid shift of the molecule by $(0.3,-0.2,0.1)$ Å, the newly converged $C$ and $\varepsilon$ change $E$ by $6\times10^{-9}$ eV.
